# Contraction error of Gaussian basis sets and the Raffenetti contraction, part 1

(Sections cited here and not found follow in the second part.)

Before a calculation on a heavy atom starts, one has to decide whether to carry every primitive Gaussian as a free function or to freeze fixed combinations of them, and if so which. For the silver atom treated here the choice lies between 76 primitive functions, a segmented set of 56, and a general contraction of 24. The 56 functions raise the Hartree–Fock energy by 0.54 hartree above the primitive value, while the 24 reproduce it to rounding error. The 0.54 hartree belongs to one simple, unoptimized tying pattern and is not a typical error of segmented basis sets. Two results decide such choices. For a variational method the contraction error is never negative. For a single-determinant method it is zero exactly when the contracted space contains the occupied orbitals of a primitive minimizer, and for a spherical atom the Raffenetti contraction achieves this for the atom, state, Hamiltonian and mean-field model it was built from, with no guarantee for any other.

Hartree atomic units are used ($E_h$ for energy), the Hamiltonian is nonrelativistic, and all basis functions and coefficients are real unless stated. The program that asserts the tests cited here is printed with its output after the text.

## A.1 The contracted space and its integrals

Let $\chi_1,\dots,\chi_N$ be linearly independent, normalized primitives with overlap matrix $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$, which is then positive definite. A contracted basis is

$$\phi_a=\sum_{\mu=1}^{N}\chi_\mu T_{\mu a},\qquad a=1,\dots,n,\qquad \operatorname{rank}T=n\le N. \tag{1}$$

Any function in $V_c=\operatorname{span}\{\phi_a\}$ can be rewritten by exchanging two finite sums:

$$\sum_a\phi_a c_a=\sum_\mu\chi_\mu\sum_aT_{\mu a}c_a=\sum_\mu\chi_\mu (Tc)_\mu. \tag{2}$$

So $V_c\subseteq V_p=\operatorname{span}\{\chi_\mu\}$. The function (2) vanishes only if $Tc=0$, because the $\chi_\mu$ are independent, and $Tc=0$ forces $c=0$ because $T$ has full column rank. Hence $\dim V_c=n$.

Integrals are linear in each basis function. For a one-electron operator $\hat A$, $\langle\phi_a|\hat A|\phi_b\rangle=\sum_{\mu\nu}T_{\mu a}A_{\mu\nu}T_{\nu b}$, which gives

$$S_c=T^{T}ST,\qquad h_c=T^{T}hT \tag{3}$$

for the overlap and the core Hamiltonian (kinetic energy plus nuclear attraction). With $(\mu\nu|\lambda\sigma)=\iint\chi_\mu(1)\chi_\nu(1)r_{12}^{-1}\chi_\lambda(2)\chi_\sigma(2)$, define

$$J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma},\qquad K[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)D_{\lambda\sigma}.$$

For an $n\times n$ matrix $D$ in the contracted basis,

$$J_c[D]_{ab}=\sum_{cd}(ab|cd)D_{cd}=\sum_{\mu\nu}T_{\mu a}T_{\nu b}\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)\sum_{cd}T_{\lambda c}D_{cd}T_{\sigma d}.$$

The last sum is $(TDT^T)_{\lambda\sigma}$. In $K_c$ the same four factors of $T$ appear and only the positions of the indices inside the integral differ, so

$$J_c[D]=T^TJ[TDT^T]\,T,\qquad K_c[D]=T^TK[TDT^T]\,T. \tag{4}$$

The program computes contracted integrals directly over contracted shells and tests (3) on three contractions and (4) on the segmented one. In an implementation, $T$ must refer to the same normalization of the primitives as the integral code. A mismatch multiplies the rows of $T$ by different factors, and this in general changes $V_c$. Rescaling the columns does not.

## A.2 A fixed operator: interlacing

Take a Hermitian operator $\hat A$ that does not depend on the basis, such as $\hat h$. Let $\varepsilon^p_1\le\dots\le\varepsilon^p_N$ solve $Ax=\varepsilon Sx$ with $S$-orthonormal eigenvectors $x_k$, and let $\varepsilon^c_1\le\dots\le\varepsilon^c_n$ solve $A_cy=\varepsilon S_cy$ with $S_c$-orthonormal $y_k$. Define the Rayleigh quotient $\mathcal R(x)=x^TAx/x^TSx$. For $x=\sum_kb_kx_k$ it equals $\sum_kb_k^2\varepsilon_k^p/\sum_kb_k^2$, a weighted mean of the eigenvalues that occur in $x$. By (3), $\mathcal R(Ty)=y^TA_cy/y^TS_cy$, which is likewise a weighted mean of the $\varepsilon^c_k$ that occur in $y$.

For the lower bound take $W=\operatorname{span}\{Ty_1,\dots,Ty_i\}$, of dimension $i$, and $U=\operatorname{span}\{x_i,\dots,x_N\}$, of dimension $N-i+1$. The dimensions add to $N+1$ inside an $N$-dimensional space, so a nonzero $x$ lies in both. Being in $U$ gives $\mathcal R(x)\ge\varepsilon_i^p$, and being in $W$ gives $\mathcal R(x)\le\varepsilon_i^c$. For the upper bound take $W'=\operatorname{span}\{Ty_i,\dots,Ty_n\}$, of dimension $n-i+1$, and $U'=\operatorname{span}\{x_1,\dots,x_{i+N-n}\}$. The dimensions again add to $N+1$, and a common vector obeys $\varepsilon_i^c\le\mathcal R(x)\le\varepsilon^p_{i+N-n}$. Together,

$$\varepsilon_i^p\le\varepsilon_i^c\le\varepsilon^p_{i+N-n},\qquad i=1,\dots,n. \tag{5}$$

For $n=N$ both bounds coincide and the spectrum is unchanged. Equation (5) does not apply to the orbital energies of two separate SCF calculations, because their Fock operators are built from different densities.

## A.3 Variational methods: $\Delta\ge0$

The contraction error is $\Delta=E_c-E_p$, with the same Hamiltonian, electron number, spin and symmetry constraints and method in both bases.

For a single determinant let $C^\sigma$ hold the occupied orbitals of spin $\sigma$ as columns, with $C^{\sigma T}SC^\sigma=1$. With $D^\sigma=C^\sigma C^{\sigma T}$ and $D=D^\alpha+D^\beta$, the electronic Hartree–Fock energy is

$$E=\operatorname{tr}(Dh)+\tfrac12\operatorname{tr}(DJ[D])-\tfrac12\sum_\sigma\operatorname{tr}(D^\sigma K[D^\sigma]). \tag{6}$$

UHF minimizes (6) freely, ROHF requires the occupied $\beta$ space to lie inside the occupied $\alpha$ space, and RHF requires the two to be equal.

Let $C_c^\sigma$ be any admissible trial orbitals in the contracted basis and set $\tilde C^\sigma=TC_c^\sigma$. By (3), $\tilde C^{\sigma T}S\tilde C^\sigma=C_c^{\sigma T}S_cC_c^\sigma=1$. The spin constraints are statements about the orbitals as functions, and by (2) the functions are the same, so $\tilde C^\sigma$ is admissible in the primitive basis. Its density matrices are $\tilde D^\sigma=TD_c^\sigma T^T$. Cyclic invariance of the trace with (3) and (4) gives

$$\operatorname{tr}(D_ch_c)=\operatorname{tr}(D_cT^ThT)=\operatorname{tr}(\tilde Dh),\qquad \operatorname{tr}(D_cJ_c[D_c])=\operatorname{tr}(D_cT^TJ[\tilde D]T)=\operatorname{tr}(\tilde DJ[\tilde D]),$$

and the same for each exchange term. Therefore $E_c[C_c]=E_p[TC_c]$. Every energy reachable in $V_c$ is reachable in $V_p$. Both minima exist, since $E$ is continuous on the closed and bounded set of orthonormal coefficient matrices, and a minimum over a subset cannot lie below the minimum over the whole set:

$$\Delta=\min_{C_c}E_p[TC_c]-\min_{C}E_p[C]\ge0. \tag{7}$$

The same argument applied to $V_c\subseteq V_{c'}\subseteq V_p$ gives $\Delta_{c}\ge\Delta_{c'}\ge0$, so freeing more functions never raises the error.

In Kohn–Sham theory the exchange term of (6) is replaced in whole or part by $E_{xc}$, a functional of the spin densities $\rho_\sigma(\mathbf r)=\sum_{\mu\nu}\chi_\mu D^\sigma_{\mu\nu}\chi_\nu$ and derived local quantities. These are the same functions of $\mathbf r$ for $C_c$ and $TC_c$, so (7) holds. A quadrature for $E_{xc}$ defines the functional that is actually minimized, so the points and weights must be identical in both calculations. In full CI, a determinant is linear in each orbital, so a determinant of orbitals from $V_c$ expands by (2) into determinants of primitives. The many-electron spaces are nested, $\hat H$ is fixed, and the left inequality of (5) holds root by root within each symmetry.

The proof needs a global minimum of one functional that does not depend on the basis, and the guarantee is lost where that fails.

- Truncated coupled-cluster energies come from projected equations and are in general not minima of an energy expectation value, even for a fixed reference determinant. The MP2 energy depends on a reference determinant and Fock operator that in general change with the basis. Truncated CI spaces built on different reference determinants need not be nested.
- An energy difference carries the difference of two nonnegative errors, which has no fixed sign.
- If the primitive SCF stops at a higher stationary point, the measured $\Delta$ can be negative.
- If near-dependent primitive combinations are discarded, the effective primitive space need no longer contain $V_c$.
- If the Hamiltonian matrix is built by a basis-dependent procedure, as in relativistic decoupling done in the working basis or density fitting with a changing auxiliary set, (3) and (4) need not hold.

## A.4 When $\Delta=0$

For the determinant methods, $\Delta=0$ if and only if $V_c$ contains the occupied orbitals of some minimizer in $V_p$. If it does, $C^\sigma=TU^\sigma$ for some $n\times n_\sigma$ matrices $U^\sigma$, and $U^{\sigma T}S_cU^\sigma=C^{\sigma T}SC^\sigma=1$. Then $U^\sigma$ is an admissible contracted trial with energy $E_p$, so $E_c\le E_p$, and (7) forces equality. Conversely, if $\Delta=0$, the contracted minimizer $C_c$ maps to $TC_c$, which has energy $E_p$, is thus a primitive minimizer, and lies in $V_c$ by construction.

Whether $V_c$ contains the occupied orbitals of a given primitive minimizer can be checked without a second SCF. The orthogonal projection of an orbital with coefficients $x$ onto $V_c$ is $Ty$ with $T^TS(x-Ty)=0$, so $y=S_c^{-1}T^TSx$ and its squared norm is $y^TS_cy=x^TSTS_c^{-1}T^TSx$. Summing the missing norm over the $n_{\rm occ}$ occupied spatial orbitals, collected in $C_{\rm occ}$, defines the leak

$$\ell=n_{\rm occ}-\operatorname{tr}\!\left(C_{\rm occ}^TSTS_c^{-1}T^TSC_{\rm occ}\right)\ge0, \tag{8}$$

which vanishes exactly when all of these orbitals lie in $V_c$. A zero leak therefore gives $\Delta=0$. If the occupied space of the minimizer is unique, a nonzero leak excludes $\Delta=0$. If it is not unique, a nonzero leak need not do so. For an atom with one $p$ electron outside closed shells, for example, $V_c$ may contain the occupied orbitals of a rotated minimizer, which has the same energy, and miss those of the one tested.

## A.5 The size of $\Delta$ for a closed shell

For RHF, $D^\alpha=D^\beta=D/2$ with $D=2C_{\rm occ}C_{\rm occ}^T$. The exchange term of (6) becomes $-\tfrac12\cdot2\cdot\tfrac14\operatorname{tr}(DK[D])=-\tfrac14\operatorname{tr}(DK[D])$, so

$$E[D]=\operatorname{tr}(Dh)+\tfrac12\operatorname{tr}(DG[D]),\qquad G=J-\tfrac12K.$$

The permutational symmetry of the integrals makes $\operatorname{tr}(AG[B])=\operatorname{tr}(BG[A])$ for symmetric $A,B$. Let $D_p$ be the primitive solution, $D'=TD_cT^T$ the contracted one mapped back, and $\delta=D'-D_p$. Expanding, the two cross terms $\tfrac12\operatorname{tr}(\delta G[D_p])$ and $\tfrac12\operatorname{tr}(D_pG[\delta])$ are equal and add to $\operatorname{tr}(\delta G[D_p])$. With $F=h+G[D_p]$,

$$\Delta=\operatorname{tr}(F\delta)+\tfrac12\operatorname{tr}(\delta\,G[\delta]). \tag{9}$$

This is exact, because $E$ is quadratic in $D$.

Let $C$ be the full $N\times N$ matrix of canonical orbitals, $FC=SC\varepsilon$ and $C^TSC=1$. The second relation gives $C^{-1}=C^TS$, so $F=SC\varepsilon C^TS$. Define $P=\tfrac12C^TSD'SC$. Then $\operatorname{tr}(FD')=2\sum_p\varepsilon_pP_{pp}$. For $D_p$ the analogous matrix is diagonal with entries 1 for occupied orbitals $i,j$ and 0 for virtual orbitals $a,b$. Hence

$$\operatorname{tr}(F\delta)=2\sum_a\varepsilon_aP_{aa}-2\sum_i\varepsilon_i(1-P_{ii}). \tag{10}$$

Write $D'=2\tilde C\tilde C^T$ with $\tilde C^TS\tilde C=1$ and $B=C^TS\tilde C$, so that $P=BB^T$. Since $CC^T=S^{-1}$, $B^TB=\tilde C^TSCC^TS\tilde C=1$. Thus $P^2=P$, $\operatorname{tr}P=n_{\rm occ}$, and $0\le P_{pp}\le1$. The trace condition gives $\sum_i(1-P_{ii})=\sum_aP_{aa}\equiv\lambda$. In (10) replace each $\varepsilon_a$ by the lowest virtual energy $\varepsilon_L$ and each $\varepsilon_i$ by the highest occupied energy $\varepsilon_H$. The weights are nonnegative, so both replacements lower the expression:

$$\operatorname{tr}(F\delta)\ge2(\varepsilon_L-\varepsilon_H)\lambda. \tag{11}$$

Also $\lambda\ge\ell$, because the projection of an orbital on the contracted occupied space cannot be longer than its projection on all of $V_c$. Equation (11) bounds the first term of (9) and not $\Delta$: the second term is the sum of a nonnegative Coulomb part and a nonpositive exchange part and has no fixed sign.

Both terms are of second order in the orbital error. Suppose the contracted occupied orbitals are $\psi_i+\eta\sum_a\kappa_{ai}\psi_a+O(\eta^2)$, where $\psi_p$ are the primitive canonical orbitals. Then $B_{ai}=\eta\kappa_{ai}+O(\eta^2)$, and orthonormality lets the occupied block of $B$ be $1+O(\eta^2)$. This gives $P_{ai}=\eta\kappa_{ai}+O(\eta^2)$, $P_{aa}=\eta^2\sum_i\kappa_{ai}^2+O(\eta^3)$ and $P_{ij}=O(\eta^2)$ for $i\ne j$. Putting $P_{ii}=1-u_i$ in $P_{ii}=\sum_qP_{iq}^2$ gives $1-u_i=1-2u_i+\eta^2\sum_a\kappa_{ai}^2+O(\eta^3)$, so $u_i=\eta^2\sum_a\kappa_{ai}^2+O(\eta^3)$. Then (10) is $2\eta^2\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2$ at leading order. In the orbital basis $\delta$ has elements $\delta_{ai}=\delta_{ia}=2\eta\kappa_{ai}$ at first order, and the second term of (9) is $\tfrac12\sum_{pqrs}\delta_{pq}\delta_{rs}[(pq|rs)-\tfrac12(pr|qs)]$. The four choices $pq\in\{ai,ia\}$, $rs\in\{bj,jb\}$ give $(ai|bj)$ four times in the Coulomb part, and $(ab|ij)$ twice and $(aj|bi)$ twice in the exchange part. The common prefactor is $\tfrac12\cdot4\eta^2=2\eta^2$, and the exchange factor is $-\tfrac12\cdot2=-1$. So

$$\Delta=2\eta^2\sum_{ai,bj}\kappa_{ai}\left[\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+4(ai|bj)-(ab|ij)-(aj|bi)\right]\kappa_{bj}+O(\eta^3), \tag{12}$$

where $\delta_{ab}$ and $\delta_{ij}$ are Kronecker symbols. The bracket is the real singlet stability matrix, nonnegative at an RHF minimum. For the other determinant models the order follows without the explicit form. If $T$ differs by $O(\eta)$ from an exact contraction, $V_c$ contains an admissible trial within $O(\eta)$ of the minimizer. The first-order energy change vanishes at a minimum, so $0\le\Delta\le O(\eta^2)$.

## A.6 The spherical atom

Let all primitives sit on the nucleus, $\chi_{klm}=R^l_k(r)Y_{lm}(\hat{\mathbf r})$ with $R_k^l\propto r^le^{-\alpha_kr^2}$, $k=1,\dots,N_l$, and all $2l+1$ components present for each exponent.

A one-electron operator $\hat A$ that commutes with $L_x,L_y,L_z$ has a block form in this basis. Use complex harmonics and write $M=\langle klm|\hat A|k'l'm'\rangle$. Letting the Hermitian $L^2$ act to the left and, after commuting, to the right gives $[l(l+1)-l'(l'+1)]M=0$, so $l=l'$. The same step with $L_z$ gives $m=m'$. With $L_+|klm\rangle=c|kl,m+1\rangle$, $L_-L_+|klm\rangle=c^2|klm\rangle$ and $c^2=l(l+1)-m(m+1)$, which is nonzero for $m<l$,

$$c^2M_{m+1}=\langle klm|L_-\hat AL_+|k'lm\rangle=\langle klm|\hat AL_-L_+|k'lm\rangle=c^2M_m.$$

So $M$ does not depend on $m$. Real harmonics follow from a unitary transformation among the $m$ at fixed $l$, which leaves a multiple of the unit matrix unchanged. In either form,

$$A=\bigoplus_l A^l\otimes 1_{2l+1}, \tag{13}$$

with $A^l$ an $N_l\times N_l$ radial matrix.

Now assume that the minimizer has rotation-invariant spin density matrices, $\gamma_\sigma(\mathcal Q\mathbf r,\mathcal Q\mathbf r')=\gamma_\sigma(\mathbf r,\mathbf r')$ for every rotation $\mathcal Q$, where $\gamma_\sigma=\sum_{\mu\nu}\chi_\mu(\mathbf r)D^\sigma_{\mu\nu}\chi_\nu(\mathbf r')$. The operator with this kernel commutes with rotations, and its matrix is $SD^\sigma S$. This matrix and $S$ have the form (13), so $D^\sigma$ has it too. From $D^\sigma SD^\sigma=D^\sigma$ each block obeys $D^lS^lD^l=D^l$, so the eigenvalues $\nu$ of

$$S^lD^lS^l\,v=\nu\,S^lv \tag{14}$$

are 0 or 1: multiplying by $(S^l)^{-1}$ gives $D^lS^lv=\nu v$, and $(D^lS^l)^2=D^lS^l$. If $v^{1},\dots,v^{n_l}$ are the $S^l$-orthonormal solutions with $\nu=1$, the occupied space is spanned by

$$\psi_{jlm}=\sum_kv^{j}_kR^l_k(r)\,Y_{lm},\qquad j=1,\dots,n_l,\quad m=-l,\dots,l. \tag{15}$$

Each shell has one radial function shared by all $m$.

The assumption is consistent with the SCF equations when every shell is full for each spin that occupies it. Then the addition theorem $\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')=\frac{2l+1}{4\pi}P_l(\hat{\mathbf r}\cdot\hat{\mathbf r}')$ makes $\gamma_\sigma$ depend only on $r$, $r'$ and the angle between the points. The Coulomb potential $\int\rho(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'$ is invariant, as the substitution $\mathbf r'\to\mathcal Q\mathbf r'$ shows, and so are the exchange kernel $\gamma_\sigma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$ and a local potential built from spherical densities. The Fock matrices $F^\sigma=h+J[D]-K[D^\sigma]$ therefore have the form (13), and filling whole shells returns a spherical density. Closed shells and high-spin half-filled shells ($s^1$, $p^3$, $d^5$) qualify. That the spherical solution is the global minimum is a separate assumption.

For other open shells, such as $p^2$, a determinant has a nonspherical density, the step to (15) fails, radial functions may depend on $m$, and different $l$ may mix. The result is recovered for an energy functional that imposes one radial function per shell, for instance an average over the configuration, provided both calculations minimize that same functional.

For variational methods the contraction error is never negative, and for a single determinant it vanishes exactly when the contracted space holds the occupied orbitals of a primitive minimizer, which for a spherical solution share one radial function per shell. It remains to build the contraction from these radial functions, to state what it does not cover, and to test it on silver.
